# Plain self-consistent iteration for the charge imbalance of a Hubbard dimer: verification in Python

```python
"""Restricted mean field of the half-filled symmetric Hubbard dimer.

Result under test: one plain SCF cycle maps the charge imbalance m = n1 - n2 to
    F(m) = -2 U m / sqrt(16 t^2 + U^2 m^2),   F'(0) = -s,   s = U/(2t).
Plain iteration converges to m = 0 from every start for 0 <= U <= 2t
(geometrically below 2t, algebraically at 2t). For U > 2t every nonzero start
ends in the two-cycle +-m_star, m_star = 2 sqrt(1 - 4 t^2/U^2).
t > 0: hopping; U >= 0: on-site repulsion; two electrons in one orbital.
The SCF cycle is always done by matrix diagonalization; the closed formulas
are compared with it.
"""
import numpy as np


def mean_field_matrix(m, U, t):
    """Each electron feels U times the opposite-spin density n_i/2."""
    n1, n2 = 1 + m / 2, 1 - m / 2
    return np.array([[U * n1 / 2, -t], [-t, U * n2 / 2]])


def scf_cycle(m, U, t=1.0):
    """Output imbalance of one cycle, from the lowest eigenvector."""
    orbital = np.linalg.eigh(mean_field_matrix(m, U, t))[1][:, 0]
    return 2 * (orbital[0]**2 - orbital[1]**2)


def iterate(m, U, steps, mixing=1.0):
    """Sequence of imbalances at t = 1; mixing = 1 is plain iteration."""
    sequence = [m]
    for _ in range(steps):
        m = (1 - mixing) * m + mixing * scf_cycle(m, U)
        sequence.append(m)
    return np.array(sequence)


def determinant_energy(orbital, U, t=1.0):
    """Expectation value of the two-electron Hamiltonian (4 x 4 matrix)."""
    hop = np.array([[0.0, -t], [-t, 0.0]])
    one = np.eye(2)
    H = np.kron(hop, one) + np.kron(one, hop) + U * np.diag([1., 0., 0., 1.])
    pair = np.kron(orbital, orbital)
    return pair @ H @ pair


def orbital_at(angle):
    return np.array([np.cos(angle), np.sin(angle)])


def map_formula(m, U, t=1.0):
    return -2 * U * m / np.sqrt(16 * t**2 + U**2 * m**2)


def iterate_formula(k, m0, s):
    total = sum(s**(2 * j) for j in range(1, k + 1))
    return (-s)**k * m0 / np.sqrt(1 + m0**2 * total / 4)


def cycle_formula(U, t=1.0):
    return 2 * np.sqrt(1 - 4 * t**2 / U**2)


def energy_formula(m, U, t=1.0):
    return -2 * t * np.sqrt(1 - m**2 / 4) + U / 2 + U * m**2 / 8


# The mean-field matrix is the orbital gradient of the determinant energy.
step = 1e-5
for angle in (0.2, 0.7, 1.3, 2.4):
    for U, t in ((1.0, 1.0), (3.0, 0.7)):
        phi = orbital_at(angle)
        perpendicular = np.array([-phi[1], phi[0]])
        m = 2 * (phi[0]**2 - phi[1]**2)
        numeric = (determinant_energy(orbital_at(angle + step), U, t)
                   - determinant_energy(orbital_at(angle - step), U, t)) / (2 * step)
        analytic = 4 * perpendicular @ mean_field_matrix(m, U, t) @ phi
        assert abs(numeric - analytic) < 1e-7

# Map, slope at zero, slope elsewhere, and uniqueness of the fixed point.
for U, t in ((0.0, 1.0), (0.5, 1.0), (2.0, 1.0), (3.0, 0.7), (8.0, 1.3)):
    s = U / (2 * t)
    grid = np.linspace(-2, 2, 81)
    output = np.array([scf_cycle(m, U, t) for m in grid])
    assert np.allclose(output, map_formula(grid, U, t), atol=1e-12)
    assert np.all(np.diff(grid - output) > 0)
    assert abs(scf_cycle(0.0, U, t)) < 1e-12
    for m in (0.0, 0.6, -1.4):
        slope = (scf_cycle(m + step, U, t) - scf_cycle(m - step, U, t)) / (2 * step)
        assert abs(slope + s / (1 + s**2 * m**2 / 4)**1.5) < 1e-7

# Closed form of the iterates against repeated diagonalization.
for U in (1.0, 2.0, 3.0):
    for m0 in (0.4, -1.7):
        run = iterate(m0, U, 40)
        closed = [iterate_formula(k, m0, U / 2) for k in range(41)]
        assert np.allclose(run, closed, atol=1e-10)

# Fate of many starts on both sides of the threshold and at it.
for m0 in (1e-6, 0.4, -1.1, 2.0):
    assert abs(iterate(m0, 1.9, 600)[-1]) < 1e-11
    for U in (2.1, 3.0, 6.0):
        tail = iterate(m0, U, 600)[-2:]
        assert np.allclose(np.abs(tail), cycle_formula(U), atol=1e-9)
        assert tail[0] * tail[1] < 0
marginal = iterate(0.4, 2.0, 1600)
assert np.all(np.diff(np.abs(marginal)) < 0)
assert abs(abs(marginal[-1]) * np.sqrt(1600) / 2 - 1) < 0.01

# Attraction of the two-cycle: slope of the map at its members.
m_star = cycle_formula(3.0)
cycle_slope = (scf_cycle(m_star + step, 3.0) - scf_cycle(m_star - step, 3.0)) / (2 * step)
assert abs(cycle_slope + 1 / 1.5**2) < 1e-7

# The self-consistent point m = 0 is the energy minimum on both sides.
angles = np.linspace(0, np.pi, 2001)
for U in (1.0, 3.0, 6.0):
    energies = np.array([determinant_energy(orbital_at(a), U) for a in angles])
    best = angles[np.argmin(energies)]
    assert abs(2 * np.cos(2 * best)) < 1e-6
    lower = angles <= np.pi / 2
    assert np.allclose(energies[lower],
                       energy_formula(2 * np.cos(2 * angles[lower]), U), atol=1e-10)

# Linear mixing: converges below the limit 2/(1+s), fails above it.
s_strong = 1.5
mix_limit, mix_best = 2 / (1 + s_strong), 1 / (1 + s_strong)
for m0 in (0.01, 0.4, -2.0):
    for mixing in (0.1, mix_best, 0.7, 0.98 * mix_limit):
        assert abs(iterate(m0, 3.0, 1000, mixing)[-1]) < 1e-10
    assert abs(iterate(m0, 3.0, 1000, 1.02 * mix_limit)[-1]) > 0.1
mixed_slope = (iterate(step, 3.0, 1, mix_best)[1]
               - iterate(-step, 3.0, 1, mix_best)[1]) / (2 * step)
assert abs(mixed_slope) < 1e-7

# Worked example, energies in units of t.
start = 0.4
print(f"start imbalance m0 = {start:.1f} electrons; hopping t = 1 (energy unit)")
matrix = mean_field_matrix(start, 3.0, 1.0)
levels, vectors = np.linalg.eigh(matrix)
print("First cycle at U = 3 t:")
print(f"  potential difference site 1 - site 2 = {matrix[0, 0] - matrix[1, 1]:.4f} t")
print(f"  lower orbital energy relative to U/2 = {levels[0] - 1.5:.6f} t")
print(f"  output occupation n1 = {2 * vectors[0, 0]**2:.6f} electrons")
print(f"  output occupation n2 = {2 * vectors[1, 0]**2:.6f} electrons")
print(f"  output imbalance = {scf_cycle(start, 3.0):.6f} electrons")
for U in (1.0, 2.0, 3.0):
    slope = (scf_cycle(step, U) - scf_cycle(-step, U)) / (2 * step)
    print(f"U = {U:.0f} t: numerical slope at m = 0 is {slope:.6f} (no unit)")
runs = [iterate(start, U, 20) for U in (1.0, 2.0, 3.0)]
print("Plain iteration, m in electrons: k, U = 1 t, U = 2 t, U = 3 t")
for k in (0, 1, 2, 3, 4, 5, 6, 10, 20):
    print(f"  {k:2d}  " + "  ".join(f"{run[k]: .7f}" for run in runs))
for k in (100, 400, 1600):
    print(f"U = 2 t: m after {k} cycles = {marginal[k]:.6f} electrons,"
          f" 2/sqrt(k) = {2 / np.sqrt(k):.6f}")
print(f"U = 3 t: two-cycle amplitude m_star = {m_star:.6f} electrons")
print(f"U = 3 t: map slope at m_star = {cycle_slope:.6f} (no unit)")
angle_star = np.arccos(m_star / 2) / 2
print(f"U = 3 t: energy at m = 0 is {determinant_energy(orbital_at(np.pi / 4), 3.0):.6f} t")
print(f"U = 3 t: energy at m_star is {determinant_energy(orbital_at(angle_star), 3.0):.6f} t")
print(f"U = 3 t: mixing limit = {mix_limit:.3f}, best mixing = {mix_best:.3f} (no unit)")
damped = iterate(start, 3.0, 3, mix_best)
for k in range(4):
    print(f"  best mixing, k = {k}: m = {damped[k]:.3e} electrons")
print("success")
```

Output:

```
start imbalance m0 = 0.4 electrons; hopping t = 1 (energy unit)
First cycle at U = 3 t:
  potential difference site 1 - site 2 = 0.6000 t
  lower orbital energy relative to U/2 = -1.044031 t
  output occupation n1 = 0.712652 electrons
  output occupation n2 = 1.287348 electrons
  output imbalance = -0.574696 electrons
U = 1 t: numerical slope at m = 0 is -0.500000 (no unit)
U = 2 t: numerical slope at m = 0 is -1.000000 (no unit)
U = 3 t: numerical slope at m = 0 is -1.500000 (no unit)
Plain iteration, m in electrons: k, U = 1 t, U = 2 t, U = 3 t
   0   0.4000000   0.4000000   0.4000000
   1  -0.1990074  -0.3922323  -0.5746958
   2   0.0993808   0.3849002   0.7916391
   3  -0.0496751  -0.3779645  -1.0210512
   4   0.0248356   0.3713907   1.2159846
   5  -0.0124176  -0.3651484  -1.3476882
   6   0.0062088   0.3592106   1.4217653
  10   0.0003880   0.3380617   1.4878313
  20   0.0000004   0.2981424   1.4907111
U = 2 t: m after 100 cycles = 0.178885 electrons, 2/sqrt(k) = 0.200000
U = 2 t: m after 400 cycles = 0.097014 electrons, 2/sqrt(k) = 0.100000
U = 2 t: m after 1600 cycles = 0.049614 electrons, 2/sqrt(k) = 0.050000
U = 3 t: two-cycle amplitude m_star = 1.490712 electrons
U = 3 t: map slope at m_star = -0.444444 (no unit)
U = 3 t: energy at m = 0 is -0.500000 t
U = 3 t: energy at m_star is 1.000000 t
U = 3 t: mixing limit = 0.800, best mixing = 0.400 (no unit)
  best mixing, k = 0: m = 4.000e-01 electrons
  best mixing, k = 1: m = 1.012e-02 electrons
  best mixing, k = 2: m = 1.750e-07 electrons
  best mixing, k = 3: m = -4.337e-18 electrons
success
```
